# Local fields and the macroscopic dielectric constant of a crystal

A crystal answers a smooth applied field with a charge density that varies within every unit cell. Its microscopic response is therefore a matrix, while waveguide design needs one number for each field direction. This problem finds how that number follows from the matrix.

**Conventions.** Atomic units are used in the algebra. A potential $v$ means the potential energy of an electron, $n$ is the electron number density, and time dependence is $e^{-i\omega t}$. Fields vary as $e^{i\mathbf K\cdot\mathbf r}$ with $\mathbf K=\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector and $\mathbf q$ is small. The crystal is periodic and non-metallic, its ions are clamped, and the response is linear. The longitudinal dielectric matrix is defined by

$$v_{\rm ext}(\mathbf q+\mathbf G)=\sum_{\mathbf G'}\varepsilon_{\mathbf G\mathbf G'}(\mathbf q,\omega)\,v_{\rm tot}(\mathbf q+\mathbf G'),$$

where $v_{\rm tot}$ is the external potential plus the electrostatic potential of the induced charge. The element $\varepsilon_{00}$ is called the head, $\varepsilon_{0\mathbf G}$ and $\varepsilon_{\mathbf G0}$ with $\mathbf G\neq0$ are the wings, and the block $B$ with both indices nonzero is the body.

## (a) Which matrix element is measured?

*A macroscopic source is applied. Express the macroscopic dielectric constant through the matrix.*

**Solution.** A macroscopic source varies slowly on the scale of a cell, so $v_{\rm ext}(\mathbf q+\mathbf G)=0$ for $\mathbf G\ne0$. The total potential has no such restriction. Macroscopic averaging removes its rapid components and keeps $v_{\rm tot}(\mathbf q)$.

Macroscopic electrostatics relates the two averages. The external charge fixes the divergence of $\mathbf D=\boldsymbol\varepsilon\mathbf E$. With $\mathbf E\propto i\mathbf q\,v_{\rm tot}(\mathbf q)$, and the same relation between the external field and $v_{\rm ext}$, this gives

$$\mathbf q\cdot\boldsymbol\varepsilon\,\mathbf q\;v_{\rm tot}(\mathbf q)=q^2v_{\rm ext}(\mathbf q).$$

Hence

$$\varepsilon_M(\hat{\mathbf q},\omega)\equiv\hat{\mathbf q}\cdot\boldsymbol\varepsilon\,\hat{\mathbf q}=\lim_{q\to0}\frac{v_{\rm ext}(\mathbf q)}{v_{\rm tot}(\mathbf q)} .$$

To find $v_{\rm tot}(\mathbf q)$ for a known source, the matrix relation must be inverted:

$$v_{\rm tot}(\mathbf q)=\sum_{\mathbf G'}[\varepsilon^{-1}]_{0\mathbf G'}v_{\rm ext}(\mathbf q+\mathbf G')=[\varepsilon^{-1}]_{00}\,v_{\rm ext}(\mathbf q).$$

The sum has one term because the source has one component. Therefore

$$\boxed{\;\varepsilon_M(\hat{\mathbf q},\omega)=\lim_{q\to0}\frac{1}{[\varepsilon^{-1}(\mathbf q,\omega)]_{00}}\;}$$

The condition on the source matters. If it had components with $\mathbf G'\ne0$, they would add to $v_{\rm tot}(\mathbf q)$ through $[\varepsilon^{-1}]_{0\mathbf G'}$, and the ratio of averages would depend on the source as well as on the crystal.

## (b) What does the head describe?

*Compare $\varepsilon_M$ with $\varepsilon_{00}$, and state the experiment that $\varepsilon_{00}$ would describe.*

**Solution.** Collect the components $v_{\rm tot}(\mathbf q+\mathbf G)$, $\mathbf G\neq0$, in a vector $u$. Write $v_0$ for $v_{\rm tot}(\mathbf q)$, $r$ for the row $\varepsilon_{0\mathbf G}$ and $c$ for the column $\varepsilon_{\mathbf G0}$. For a macroscopic source,

$$v_{\rm ext}(\mathbf q)=\varepsilon_{00}v_0+r\,u,\qquad 0=c\,v_0+B\,u .$$

If $B$ is invertible, the second equation gives the local fields, $u=-B^{-1}c\,v_0$. Inserting this in the first and dividing by $v_0$ gives

$$\varepsilon_M=\lim_{q\to0}\left(\varepsilon_{00}-r\,B^{-1}c\right).$$

The head thus omits the second term, the back-action of the cell-periodic potential on the average.

The head is itself a ratio of external to total potential, for a different experiment. Set $u=0$. Then $v_{\rm ext}(\mathbf q)=\varepsilon_{00}v_0$, but the remaining equations require $v_{\rm ext}(\mathbf q+\mathbf G)=\varepsilon_{\mathbf G0}v_0$. The source would need structure inside each cell that cancels every local field. Capacitor plates and light of long wavelength do not supply it.

## (c) Is the difference finite as $q\to0$?

*Obtain the matrix in the random-phase approximation (RPA), and find how its elements scale with $q$.*

**Solution.** Let independent electrons with states $|n\rangle$, energies $E_n$ and occupations $f_n$ (2 or 0, including spin) feel $v_{\rm tot}$. The first-order part of $i\dot\rho=[H,\rho]$ for the density matrix reads

$$\omega\rho_{mn}=(E_m-E_n)\rho_{mn}+(f_n-f_m)\langle m|v_{\rm tot}|n\rangle .$$

Solve for $\rho_{mn}$ and use $\delta n(\mathbf K)=\Omega^{-1}\sum_{nm}\langle n|e^{-i\mathbf K\cdot\mathbf r}|m\rangle\rho_{mn}$, with $\Omega$ the crystal volume. Then $\delta n=Pv_{\rm tot}$, with the Adler–Wiser response

$$P_{\mathbf G\mathbf G'}=\frac1\Omega\sum_{nm}\frac{f_n-f_m}{\omega+E_n-E_m}\langle n|e^{-i\mathbf K\cdot\mathbf r}|m\rangle\langle m|e^{i\mathbf K'\cdot\mathbf r}|n\rangle .$$

In the RPA the induced potential is the Hartree potential, $v_{\rm tot}=v_{\rm ext}+v_c\,\delta n$ with $v_c(\mathbf K)=4\pi/K^2$. Substituting $\delta n=Pv_{\rm tot}$ gives $v_{\rm ext}=(1-v_cP)v_{\rm tot}$, so $\varepsilon=1-v_cP$.

For small $q$ we need $M=\langle n\mathbf k|e^{-i\mathbf q\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle$ between a filled and an empty band. Take $H=p^2/2+V(\mathbf r)$ with a local $V$. Since $\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\mathbf q)$,

$$He^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}\left(H-\mathbf q\cdot\mathbf p+\tfrac12q^2\right).$$

Taking this between the two states gives

$$\left(E_{m,\mathbf k+\mathbf q}-E_{n\mathbf k}+\tfrac12q^2\right)M=\mathbf q\cdot\langle n\mathbf k|e^{-i\mathbf q\cdot\mathbf r}\mathbf p|m,\mathbf k+\mathbf q\rangle,$$

and to leading order

$$M\to\frac{\mathbf q\cdot\mathbf p_{nm}}{E_{m\mathbf k}-E_{n\mathbf k}} .$$

Matrix elements with $\mathbf G\ne0$ generally stay finite. So $P_{00}\propto q^2$ and $P_{0\mathbf G}\propto q$. The factor $4\pi/q^2$ makes the head finite and one wing, $\varepsilon_{0\mathbf G}$, grow as $1/q$. The other wing, $\varepsilon_{\mathbf G0}$, carries $4\pi/|\mathbf q+\mathbf G|^2$ and vanishes as $q$. Their product in $rB^{-1}c$ is finite, so the vanishing of one wing does not remove the correction.

A similarity transformation makes this visible:

$$\tilde\varepsilon=v_c^{-1/2}\varepsilon\,v_c^{1/2}=1-v_c^{1/2}Pv_c^{1/2}.$$

Since $v_c$ is diagonal, the diagonal elements of $\varepsilon$ and of $\varepsilon^{-1}$ do not change. Both wings of $\tilde\varepsilon$ are now finite.

In a metal, transitions within a partly filled band spoil this counting: the static $P_{00}$ does not vanish with $q$, and the static head diverges as $1/q^2$.

## (d) Which is larger, and when are they equal?

*Take real $\omega\ge0$ below the lowest vertical transition energy, in the RPA.*

**Solution.** For any vector $x$,

$$x^\dagger Px=\frac1\Omega\sum_{nm}\frac{f_n-f_m}{\omega+E_n-E_m}\Big|\sum_{\mathbf G}x^*_{\mathbf G}\langle n|e^{-i\mathbf K\cdot\mathbf r}|m\rangle\Big|^2 .$$

If $n$ is filled and $m$ empty, the fraction is $2/[\omega-(E_m-E_n)]<0$. If $n$ is empty and $m$ filled, it is $-2/[\omega+(E_n-E_m)]<0$. All other terms vanish. So $P$ is Hermitian with no positive eigenvalue, and $\tilde\varepsilon$ and its body $\tilde B$ have no eigenvalue below 1.

Let $w$ be the column wing of $\tilde\varepsilon$. The row wing is $w^\dagger$, so part (b) becomes

$$\varepsilon_M=\tilde\varepsilon_{00}-w^\dagger\tilde B^{-1}w\le\tilde\varepsilon_{00}.$$

Because $\tilde B^{-1}$ is positive definite, equality holds if and only if $w=0$ in the limit: a uniform total field must induce no cell-periodic charge. A homogeneous medium satisfies this. Above the absorption edge the fractions change sign or become complex, and this proof of the inequality no longer applies. The result of (a) does not rely on it.

## (e) A case solvable by electrostatics

*A laminate has a local permittivity $\epsilon(z)$ of period much shorter than the wavelength. Find $\varepsilon_M$ for $\mathbf q$ normal to the layers and in their plane.*

**Solution.** The divergence of $\epsilon(z)\mathbf E$ equals that of the external field. In Fourier components,

$$\sum_{\mathbf G'}\mathbf K\cdot\mathbf K'\,\hat\epsilon(\mathbf G-\mathbf G')\,v_{\rm tot}(\mathbf K')=K^2v_{\rm ext}(\mathbf K).$$

Dividing by $K^2$ gives $\varepsilon$, and symmetrizing gives

$$\tilde\varepsilon_{\mathbf G\mathbf G'}=\frac{\mathbf K\cdot\mathbf K'}{|\mathbf K||\mathbf K'|}\,\hat\epsilon(\mathbf G-\mathbf G').$$

For both directions the head is $\hat\epsilon(0)=\langle\epsilon\rangle$, the arithmetic mean.

*Normal $\mathbf q$.* All $\mathbf K$ lie along $z$, so the prefactor is a product of signs $s_{\mathbf K}s_{\mathbf K'}=\pm1$. The matrix $\hat\epsilon(\mathbf G-\mathbf G')$ represents multiplication by $\epsilon(z)$, and its inverse represents multiplication by $1/\epsilon(z)$. The signs square to 1 on the diagonal, so $[\varepsilon^{-1}]_{00}=\langle1/\epsilon\rangle$ and $\varepsilon_M=1/\langle1/\epsilon\rangle$. This is the rule for capacitors in series.

*In-plane $\mathbf q$.* Here $\mathbf q\cdot\mathbf G'=0$, so a wing equals $q\,\hat\epsilon(-\mathbf G')/|\mathbf K'|\to0$. The head is then the right answer, $\varepsilon_M=\langle\epsilon\rangle$.

Take $\epsilon=7+5\cos\theta$, with $\theta$ running over one period. It spans 2 to 12, roughly the range from a low-index oxide to a high-index semiconductor. With $t=\tan(\theta/2)$,

$$\Big\langle\frac1\epsilon\Big\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{12+2t^2}=\frac1{\sqrt{24}} .$$

So $\varepsilon_M=4.90$ for normal $\mathbf q$ and 7 in the plane, while the head is 7 in both cases. Numerical inversion of the matrix gives 4.8990 and 7.0000.

## (f) A quantum-mechanical example

*Evaluate both quantities for a model wide-gap dielectric.*

**Solution.** Electrons move along $z$ in

$$V(z)=-V_1\cos Gz-V_2\sin2Gz,\qquad V_1=6\ \text{eV},\quad V_2=2\ \text{eV},$$

with period 3 Å, $G=2\pi/(3\ \text{Å})$ and one filled band. Each chain occupies a 3 Å × 3 Å cross-section, over which its charge is spread uniformly. The gap is 5.96 eV. For $\mathbf q$ along $z$, the static symmetrized matrix with harmonics $-G,0,+G$ has

- head $\tilde\varepsilon_{00}=2.9453$,
- wings $w_\pm=\pm0.5055+0.0013i$,
- body diagonal $b=1.3280$ and off-diagonal $d=\tilde\varepsilon_{-+}=-0.0976+0.0154i$.

Inverting the $2\times2$ body gives

$$w^\dagger\tilde B^{-1}w=\frac{b(|w_-|^2+|w_+|^2)-2\,{\rm Re}(w_-^*d\,w_+)}{b^2-|d|^2}=\frac{0.6787-0.0499}{1.7538}=0.3585 .$$

Thus $\varepsilon_M\approx2.9453-0.3585=2.5868$. With six harmonics on each side it is 2.5854. The head is 13.9% larger than $\varepsilon_M$.

The local fields are not small. Since $v_c^{-1/2}v_{\rm tot}$ is proportional to $|\mathbf K|v_{\rm tot}$, the vector $-\tilde B^{-1}w$ gives field amplitudes relative to the mean field, up to the sign of $\mathbf K$. Its components are about $\mp0.355$ for $\pm G$. After restoring that sign, both field harmonics are about $-0.355$, so

$$E(z)\approx E_0\,(1-0.71\cos Gz+\dots).$$

The full matrix gives the same amplitude, 0.71. This harmonic weakens the field near $z=0$, where the $V_1$ term attracts the electrons, and strengthens it between the wells. The electrons are thus polarized less than a uniform field $E_0$ would polarize them.

Both ratios can also be obtained without the response matrix. A 16-cell supercell was solved self-consistently at the Hartree level, under an external cosine potential of amplitude $10^{-4}$ hartree and $q=G/16$. The ratio of external to total potential at $q$ was 2.550580, and the reciprocal of the inverse head at this $q$ is also 2.550580. When instead the total potential was forced to be a pure cosine, the ratio was 2.899010, equal to the head at this $q$. That second experiment needs a source whose field at $q+G$ is 0.16 of its field at $q$, as part (b) requires.

These values lie below the limiting ones because $q$ is finite. The deviation of $\varepsilon_M(q)$ from its limit is $-0.00886$ at $G/32$ and $-0.00223$ at $G/64$. Halving $q$ divides it by 3.98, close to the factor 4 of a $q^2$ law.

## (g) Consequence for a waveguide, and limits of the model

*Find the refractive index at 1550 nm and judge how far the number can be trusted.*

**Solution.** For light polarized along $z$, a principal axis, the index is $\sqrt{\varepsilon_M}$: as $q\to0$ the electronic response to a uniform field along $z$ is the same for transverse and longitudinal fields. The photon energy is 0.800 eV, well below the gap, so

$$n=\sqrt{2.6057}=1.614,\qquad \sqrt{\varepsilon_{00}}=\sqrt{2.9738}=1.724 .$$

Using the head would overestimate the model's index by 0.11, or 6.8% of the correct value.

Silicon oxide and silicon nitride waveguide films have gaps of roughly 5 to 9 eV and near-infrared indices of roughly 1.4 to 2, so the model lies in their range. Its structure is less typical. It has two electrons in 27 Å$^3$, several times fewer than the valence electrons of such films, and it polarizes along $z$ alone, whereas amorphous films are isotropic. The agreement in range is therefore no prediction for either material.

The following estimates change one assumption at a time. The first three refer to the static RPA value 2.585.

- **Lateral structure.** Giving each chain a Gaussian lateral density $\propto e^{-(x^2+y^2)/2\sigma^2}$ with $\sigma=0.6$ Å lowers $\varepsilon_M$ to 2.48.
- **Exchange.** A local-density exchange kernel raises it to 2.81.
- **Electron–hole attraction.** An approximate bootstrap kernel acting on the head, $f_{00}=[\varepsilon^{-1}]_{00}/P_{00}$ iterated to self-consistency, raises it to 3.14; the size of the shift depends on the form of the kernel. This shift of 0.56 exceeds the local-field correction of 0.36, which suggests that effects beyond the RPA can be as large as the local-field correction itself.
- **Moving ions.** For one undamped oscillator per unit cell with charge 2 e, mass 10 u and transverse energy 0.1 eV, the ions change $\varepsilon_M$ by about 0.02 in magnitude at 1550 nm. At zero frequency they add 1.1, so for a polar dielectric, one with infrared-active modes, the clamped-ion value must not be used for a static capacitance.
- **Photon wave vector.** A wave vector of the photon's length, taken along $z$, changes the static $\varepsilon_M$ by a few parts in $10^7$. The wave vector of light polarized along $z$ is perpendicular to $z$, so this number only indicates the scale of the effect.
- **Temperature and field.** At 300 K the factor $e^{-E_{\rm gap}/2kT}$ is about $10^{-50}$, so intrinsic carriers are negligible; defects are not covered. At 1 MV/cm an electron gains 0.03 eV per cell, 0.5% of the gap. This supports linear response but does not give a breakdown field.

The exchange and electron–hole kernels change the matrix, not the argument of (a), which used the definition of $\varepsilon$, linearity and a macroscopic source. The inequality of (d) was proved for the RPA. The remaining computed values are in the numerical output below.

## Calculated quantities

```
period along z: 3.0 angstrom
side of chain cross-section: 3.0 angstrom
potential amplitude V1: 6.0 eV
potential amplitude V2: 2.0 eV
band gap: 5.961 eV
density minimum / mean: 0.267
density maximum / mean: 1.991
oscillator strength per electron: 1.00001
symmetrized matrix at q->0, harmonics G = -1, 0, +1:
  +1.3280+0.0000i  -0.5055+0.0013i  -0.0976+0.0154i
  -0.5055-0.0013i  +2.9453-0.0000i  +0.5055-0.0013i
  -0.0976-0.0154i  +0.5055+0.0013i  +1.3280-0.0000i
head eps_00, q->0: 2.9453
1/inverse head, harmonics up to 1: 2.58685
1/inverse head, harmonics up to 2: 2.58540
1/inverse head, harmonics up to 3: 2.58538
1/inverse head, harmonics up to 6: 2.58538
local-field term (head minus eps_M): 0.3599
head excess over eps_M: 13.92 percent
first local-field harmonic / mean field: 0.7071
eps_M(q)-eps_M at q=G/32: -8.859e-03
eps_M(q)-eps_M at q=G/64: -2.225e-03
supercell q=G/16: external/total potential: 2.550580
matrix q=G/16: 1/inverse head: 2.550580
supercell q=G/16: ratio, total forced macroscopic: 2.899010
matrix q=G/16: head: 2.899010
needed source field at q+G / at q: 0.1614
laminate minimum permittivity: 2.0
laminate maximum permittivity: 12.0
laminate head: 7.0000
laminate 1/inverse head, q normal: 4.8990
laminate series-capacitor value: 4.8990
laminate 1/inverse head, q in plane: 7.0000
wavelength: 1550 nm
photon energy: 0.7999 eV
eps_M at photon energy: 2.6057
head at photon energy: 2.9738
refractive index from eps_M: 1.6142
refractive index from head (wrong): 1.7245
lateral Gaussian width of chain: 0.6 angstrom
static eps_M with lateral local fields: 2.4814
static eps_M with LDA exchange kernel: 2.8091
static eps_M with head-only bootstrap kernel: 3.1409
ion model: charge 2 e, mass 10 u, TO 0.1 eV
ionic change of eps at 1550 nm, magnitude: 0.0175
ionic addition to eps at zero frequency: 1.121
relative change of eps_M at photon wave vector: -3.4e-07
thermal factor exp(-gap/2kT) at 300 K: 8.6e-51
energy drop per cell at 1 MV/cm: 0.030 eV
energy drop per cell / gap: 0.0050
```
